# Why semilocal functionals miss attraction between layers that do not overlap

**Question.** Two insulating layers are pulled apart until their electron densities hardly meet. They still attract, with an energy that falls only as a power of the separation. Why does a semilocal density functional lose this attraction, and how much does it lose?

**Answer.** The attraction comes from a correlation between what the electrons do in one layer and what they do in the other. A semilocal functional sees the density and its derivatives at one point at a time. Without overlap, each point belongs to one layer only, so the functional contains no term that couples the two. A model of coupled oscillators shows this explicitly.

## The mechanism in one pair

Hartree atomic units are used throughout. Put one electron, of unit mass and charge $-1$, in a harmonic well of frequency $\omega_0$ in each layer. A static field $F$ displaces it by $F/\omega_0^2$ in magnitude, so the polarizability is $\alpha=1/\omega_0^2$. The electrons on different sites are treated as distinguishable, and different sites interact through dipole fields. For one direction of motion,

$$
H=\tfrac12(p_A^2+p_B^2)+\tfrac12\omega_0^2(x_A^2+x_B^2)+\kappa\omega_0^2x_Ax_B,\qquad |\kappa|<1 .
$$

With $x_\pm=(x_A\pm x_B)/\sqrt2$, the coupling becomes $\tfrac12\kappa\omega_0^2(x_+^2-x_-^2)$. The modes are therefore independent, with $\omega_\pm=\omega_0\sqrt{1\pm\kappa}$, and the change in zero-point energy is

$$
E_{\rm int}=\tfrac12(\omega_++\omega_-)-\omega_0\simeq-\frac{\omega_0\kappa^2}{8},
$$

because $\sqrt{1+\kappa}+\sqrt{1-\kappa}=2-\kappa^2/4+O(\kappa^4)$.

Both mean displacements are zero, but the displacements are correlated. Since $\langle x_\pm^2\rangle=1/(2\omega_\pm)$,

$$
\langle x_Ax_B\rangle=\tfrac12\left(\langle x_+^2\rangle-\langle x_-^2\rangle\right)
=\tfrac14\left(\frac1{\omega_+}-\frac1{\omega_-}\right)\simeq-\frac{\kappa}{4\omega_0}.
$$

The coupling energy is then $\kappa\omega_0^2\langle x_Ax_B\rangle\simeq-\omega_0\kappa^2/4$. Half of this gain pays for distorting the two oscillators; the other half is $E_{\rm int}$.

Now forbid correlation by using a product state with mean displacements $X_A$ and $X_B$. At a given mean, the lowest energy of one oscillator is $\omega_0/2+\omega_0^2X^2/2$, reached by shifting its ground state. Hence

$$
E_{\rm product}-\omega_0\ge\tfrac12\omega_0^2\left(X_A^2+X_B^2+2\kappa X_AX_B\right)\ge0
$$

for $|\kappa|<1$. The minimum is zero, at $X_A=X_B=0$. Mean-field electrostatics gives this pair no attraction.

For $\omega_0=0.5$ hartree and $\kappa=0.2$, the correlated energy is

$$
\frac{0.5}{2}\left(\sqrt{1.2}+\sqrt{0.8}-2\right)=-0.00253\ \text{hartree},
$$

against $-0.5(0.2)^2/8=-0.00250$ hartree at second order. The covariance is $-0.103$ bohr$^2$. A self-consistent product state, started from a displaced guess, returns zero interaction.

## What the semilocal functional does

Write the functional as

$$
E_{\rm xc}[n]=\int f(n,\nabla n,\ldots)\,d^3r,
$$

with $f=0$ where there is no density. If $n_A$ and $n_B$ occupy disjoint regions, the integrand at each point is that of one layer or of empty space. Therefore

$$
E_{\rm xc}[n_A+n_B]=E_{\rm xc}[n_A]+E_{\rm xc}[n_B].
$$

Adding higher derivatives at the same point does not alter this argument. The Kohn–Sham kinetic energy also separates when each occupied orbital lies in one layer.

Electrostatics between the layers remains. Here each electron cloud is spherical and neutralized by a unit core, so it produces no field outside itself. The isolated densities then remain a stationary solution: neither layer feels a potential from the other. With each isolated layer in its own ground state, spin polarization included, this solution is stable against the interlayer dipole coupling if polarizing the layers costs more than their mutual dipole energy returns, the analogue of $|\kappa|<1$. Its interaction energy is zero.

Exact exchange does not cure the defect when each occupied orbital lies in one layer, as for closed-shell layers or spin-polarized sites. An exchange integral between layers then contains the product of an orbital from each layer at the same point, and that product vanishes without overlap. If instead two opposite spins are forced into one orbital shared by two one-electron sites at distance $R$, exchange keeps a term $-1/(2R)$ without overlap. That term is an error of the spin restriction, not dispersion.

There is a trap in saying that the density carries no trace of the attraction. In the correlated pair,

$$
\langle x_A^2\rangle=\tfrac14\left(\frac1{\omega_+}+\frac1{\omega_-}\right)
\simeq\frac1{2\omega_0}\left(1+\frac{3\kappa^2}{8}\right).
$$

The density broadens slightly, by 1.5 percent in variance for $\kappa=0.2$. A semilocal functional fed this density would generally return a changed energy. Its own stationary solution, however, contains no interlayer term that would cause the broadening.

The missing quantity can be identified by scaling the interlayer coupling $V$ by $\lambda$, with the wells held fixed. The Hellmann–Feynman theorem gives $dE/d\lambda=\langle V\rangle_\lambda$, so

$$
E_{\rm int}=\int_0^1\langle V\rangle_\lambda\,d\lambda .
$$

With zero mean dipoles, $\langle V\rangle_\lambda$ is built from covariances between different layers. Because the wells rather than the density are fixed, this integral is the total interaction energy, not the Kohn–Sham correlation energy alone.

## From the pair to two layers

For an isotropic pair at distance $R$, the dipole couplings are $1/R^3$ for each sideways direction and $-2/R^3$ along the line of centres. Division by $\omega_0^2$ gives $\kappa=\alpha/R^3,\ \alpha/R^3,\ -2\alpha/R^3$. Adding the three second-order energies,

$$
E_{\rm pair}=-\frac{\omega_0}{8}\frac{(1+1+4)\alpha^2}{R^6}
=-\frac{C_6}{R^6},\qquad C_6=\tfrac34\alpha^2\omega_0 .
$$

Let each layer be a square lattice of such oscillators with cell area $A=a^2$, stacked site over site at separation $d$. If coupling within the layers is ignored, one site faces $1/A$ sites per unit area. At large $d$ the sum becomes an integral:

$$
\frac{E}{\text{cell}}\simeq-\frac{C_6}{A}\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+d^2)^3}
=-\frac{\pi C_6}{2A\,d^4}.
$$

Coupling within a layer changes its response. Define $S=\sum'(m^2+n^2)^{-3/2}$ over integers, omitting the origin. For uniform in-plane polarization, the dipole sum is $\sum'(1-3\cos^2\theta)/R^3=-S/(2a^3)$, since $\cos^2\theta$ averages to one half on each symmetry-related set of sites. For perpendicular polarization it is $S/a^3$. Thus

$$
\omega_\parallel^2=\omega_0^2-\frac{S}{2a^3},\qquad
\omega_\perp^2=\omega_0^2+\frac{S}{a^3}.
$$

Next consider a wave of in-plane wavevector $\mathbf k$. A layer of unit charges modulated by this wave produces, in its longest-range component, the potential $(2\pi/A)e^{i\mathbf k\cdot\boldsymbol\rho-kz}/k$. The dipole tensor is minus its second derivative:

$$
T=-\frac{2\pi k}{A}e^{-kd}\,v v^{\rm T},\qquad v=(i\hat{\mathbf k},-1).
$$

Components with an added reciprocal-lattice vector $\mathbf G$ decay as $e^{-|\mathbf k+\mathbf G|d}$, where $|\mathbf k+\mathbf G|\ge2\pi/a-k$. For the relevant $k$, of order $1/d$, they are exponentially small, so the lateral registry drops out at large $d$. The vector $v$ couples longitudinal in-plane and perpendicular motion, each with unit weight; transverse in-plane motion is uncoupled.

Two modes of frequencies $\omega_i,\omega_j$ with coupling $c$ have a squared-frequency matrix of trace $\omega_i^2+\omega_j^2$ and determinant $\omega_i^2\omega_j^2-|c|^2$. The new frequencies obey

$$
(\omega_1+\omega_2)^2=\omega_i^2+\omega_j^2+2\sqrt{\omega_i^2\omega_j^2-|c|^2}
\simeq(\omega_i+\omega_j)^2-\frac{|c|^2}{\omega_i\omega_j}.
$$

Taking the square root and half the frequency change gives the zero-point shift

$$
\Delta E_{ij}\simeq-\frac{|c|^2}{4\omega_i\omega_j(\omega_i+\omega_j)}.
$$

All four combinations of longitudinal and perpendicular modes have $|c|^2=(2\pi k/A)^2e^{-2kd}$. At second order their shifts add to $-|c|^2F/2$, where

$$
F=\frac1{4\omega_\parallel^3}+\frac1{4\omega_\perp^3}
+\frac1{\omega_\parallel\omega_\perp(\omega_\parallel+\omega_\perp)} .
$$

The average over Bloch vectors is $(A/2\pi)\int k\,dk$. The upper limit can be taken to infinity because the exponential selects $k$ of order $1/d$. Hence

$$
\frac{E}{\text{cell}}\simeq-\frac F2\frac{4\pi^2}{A^2}\frac A{2\pi}
\int_0^\infty k^3e^{-2kd}\,dk=-\frac{C_4}{d^4},
\qquad C_4=\frac{3\pi}{8A}F,
$$

where the integral equals $3!/(2d)^4=3/(8d^4)$. Setting $\omega_\parallel=\omega_\perp=\omega_0$ makes $F=1/\omega_0^3$ and restores $C_4=\pi C_6/(2A)$.

This power relies on finite mode frequencies as $k\to0$. Suppose instead that the in-plane restoring force vanishes, as for undamped free carriers. The longitudinal modes at small $k$ are then $\omega_\pm^2=(2\pi k/A)(1\pm e^{-kd})$. Their energy involves $\int k\,dk\,\sqrt k\,g(kd)$, and substituting $k=s/d$ gives $d^{-5/2}$. An insulating $d^{-4}$ correction should therefore not be carried over unchanged to metallic layers. Retardation, neglected here, also changes the result at sufficiently large separations.

## What the tails contribute

Real densities overlap a little at any separation, so a semilocal interaction is not strictly zero. Local exchange shows how quickly it disappears. Each oscillator has a Gaussian density with $\sigma^2=1/(2\omega_0)$ and peak $n_0=(2\pi\sigma^2)^{-3/2}$. Place a facing pair at $z=\mp d/2$ and let $u=zd/\sigma^2$. Then

$$
n_{A,B}=g\,e^{\mp u/2},\qquad
g=n_0\exp\left[-\frac{\rho^2+z^2+d^2/4}{2\sigma^2}\right].
$$

For spin-unpolarized local exchange, the energy density is $-c_xn^{4/3}$ with $c_x=\tfrac34(3/\pi)^{1/3}$. The part left after subtracting the separate layers is

$$
-c_xg^{4/3}\left[(2\cosh\tfrac u2)^{4/3}-2\cosh\tfrac{2u}3\right].
$$

The lateral integral is $\int2\pi\rho\,e^{-2\rho^2/3\sigma^2}d\rho=3\pi\sigma^2/2$, and $dz=\sigma^2du/d$. Thus, neglecting sideways neighbours,

$$
\Delta E_x\simeq-c_xn_0^{4/3}\frac{3\pi\sigma^2}{2}\frac{\sigma^2}{d}J(d)\,e^{-d^2/6\sigma^2},
$$

$$
J(d)=\int_{-\infty}^{\infty}e^{-2\sigma^2u^2/3d^2}
\left[(2\cosh\tfrac u2)^{4/3}-2\cosh\tfrac{2u}3\right]du .
$$

The bracket is positive and falls as $\tfrac43e^{-|u|/3}$, so $J$ has a finite large-$d$ limit. Spin-unpolarized local exchange therefore does attract, but through overlap; between clouds of opposite spin, local exchange gives no interlayer term at all. The Gaussian law belongs to harmonic wells. For density tails $e^{-\beta z}$, the midplane value of $n^{4/3}$ instead gives a factor $e^{-2\beta d/3}$, still shorter-ranged than a power.

The clouds with their cores behave similarly. Core–core, core–cloud and cloud–cloud energies add to

$$
U(R)=\frac{1-2\,{\rm erf}(R/\sqrt2\sigma)+{\rm erf}(R/2\sigma)}R
=\frac{2\,{\rm erfc}(R/\sqrt2\sigma)-{\rm erfc}(R/2\sigma)}R,
$$

which also has Gaussian decay.

## How much is missing

Take $\omega_0=0.5$ hartree and $a=6$ bohr. Then $\alpha=4$ bohr$^3$, $\sigma=1$ bohr, $A=36$ bohr$^2$ and $C_6=0.75\times4^2\times0.5=6$ hartree bohr$^6$. With $S=9.0336$,

$$
\omega_\parallel=\sqrt{0.25-\frac{9.0336}{432}}=0.4786,\qquad
\omega_\perp=\sqrt{0.25+\frac{9.0336}{216}}=0.5402
$$

in hartree. These give $F=7.66$ and $C_4=(3\pi/288)(7.66)=0.251$ hartree bohr$^4$. The bare pair value is $6\pi/72=0.262$ hartree bohr$^4$, so coupling within the layers lowers the coefficient by about 4 percent.

The energies per cell below are in hartree. The oscillator column comes from diagonalizing the coupled modes over the Brillouin zone. The LDA and PBE columns are nonadditive exchange–correlation energies of the frozen Gaussian densities, evaluated spin-unpolarized.

| $d$ (bohr) | Oscillators | LDA | PBE |
|---|---|---|---|
| 6 | $-2.2\times10^{-4}$ | $-1.8\times10^{-4}$ | $-1.2\times10^{-4}$ |
| 8 | $-6.2\times10^{-5}$ | $-1.6\times10^{-6}$ | $-1.8\times10^{-6}$ |
| 10 | $-2.5\times10^{-5}$ | $-3.8\times10^{-9}$ | $-4.2\times10^{-9}$ |
| 12 | $-1.2\times10^{-5}$ | $-2.4\times10^{-12}$ | $-2.4\times10^{-12}$ |

At 6 bohr, LDA and oscillator energies are of similar size. This does not mean that LDA has captured dispersion: from 8 to 12 bohr the oscillator energy falls by a factor of about 5, while the LDA term falls by more than $10^5$. Agreement at one separation cannot identify the mechanism. The rapid decay shows that the LDA term comes from density overlap.

The table compares ingredients, not complete binding curves. It omits the kinetic-energy change caused by overlap, whose size depends on spin. Two parallel spins must occupy orthogonal orbitals. Orthogonalizing the two Gaussian orbitals raises the kinetic energy by $s^2d^2/[16\sigma^4(1-s^2)]$, with overlap $s=e^{-d^2/8\sigma^2}$, which is about $5\times10^{-7}$ hartree at 8 bohr; but this step also changes the density, so it does not fix the sign of the change at frozen density. Two opposite spins can share one spread-out orbital, which lowers the kinetic energy. For the frozen density of one facing pair described by such a shared orbital, the change is about $-4\times10^{-4}$ hartree at 8 bohr, larger in magnitude than the oscillator energy, but only $-3\times10^{-8}$ hartree at 12 bohr. It too disappears with overlap. The dipole model also omits higher multipoles and charge-overlap effects, so its 6-bohr value is not a reference energy for a real bilayer.

At 12 bohr (6.35 Å), the oscillator attraction is $1.196\times10^{-5}$ hartree, or 0.326 meV, per cell. The expectation value of the full interlayer coupling is $-2.393\times10^{-5}$ hartree, about twice the interaction energy. That is the second-order pattern: $\langle V\rangle_\lambda$ grows linearly with $\lambda$, and its integral is half its final value. A test of the full coupling integral, using interlayer covariances alone, recovers the oscillator energy.

The asymptotic law is approached slowly. The ratio $-Ed^4/C_4$ is 0.9964 at 100 bohr and 0.9981 at 200 bohr, so the deviation from one roughly halves when $d$ doubles. The approach is not monotonic: from the energies at 6, 12 and 40 bohr, $-Ed^4$ is 0.279, 0.248 and 0.249 hartree bohr$^4$.

A repair must therefore supply a term that connects two separated regions, with a strength set by how both respond. Pairwise dispersion corrections and nonlocal correlation functionals have this two-region form. In this model, even the pairwise form with bare coefficients is imperfect: at 12 bohr its sum is $-1.263\times10^{-5}$ hartree, about 6 percent stronger than the coupled result. That error is modest beside the semilocal one, which loses nearly the whole attraction. The remaining values are in the numerical output.

## Table of computed values

```
oscillator frequency w0 = 0.500 hartree
lattice constant a = 6.000 bohr
polarizability alpha = 4.000 bohr^3
density width sigma = 1.000 bohr
pair coupling kappa = 0.200 (dimensionless)
pair energy, exact = -0.0025319 hartree
pair energy, second order = -0.0025000 hartree
pair energy, product state = 0.0e+00 hartree (abs)
pair covariance <xA xB> = -0.102582 bohr^2
exact-density variance increase = 1.545 percent
square-lattice sum S = 9.033622 (dimensionless)
uniform in-plane frequency = 0.478632 hartree
uniform out-of-plane frequency = 0.540206 hartree
pair coefficient C6 = 6.0000 hartree bohr^6
C4 without intralayer coupling = 0.261799 hartree bohr^4
C4 with intralayer coupling = 0.250735 hartree bohr^4
-E d^4/C4 at 100 bohr = 0.996353 (dimensionless)
-E d^4/C4 at 200 bohr = 0.998066 (dimensionless)
Energies per cell in hartree; separation d in bohr:
d | oscillators | LDA xc | PBE xc | electrostatics
6 | -2.155e-04 | -1.776e-04 | -1.156e-04 | -3.682e-06
8 | -6.196e-05 | -1.566e-06 | -1.844e-06 | -1.928e-09
10 | -2.490e-05 | -3.778e-09 | -4.245e-09 | -1.538e-13
12 | -1.196e-05 | -2.372e-12 | -2.411e-12 | -1.794e-18
d | LDA exchange on grid | exchange tail formula
6 | -1.4513e-04 | -1.4491e-04
8 | -1.1300e-06 | -1.1283e-06
10 | -2.3707e-09 | -2.3671e-09
12 | -1.3365e-12 | -1.3345e-12
oscillator energy at 20 bohr = -1.5499e-06 hartree per cell
oscillator energy at 40 bohr = -9.7199e-08 hartree per cell
local decay power at 12 bohr = 4.0100
local decay power at 40 bohr = 3.9947
bare pair sum at 12 bohr = -1.26311e-05 hartree per cell
covariance integral at 12 bohr = -1.19632e-05 hartree per cell
full interlayer expectation at 12 bohr = -2.39338e-05 hartree per cell
oscillator energy at 12 bohr = -0.32554 meV per cell
separation 12 bohr = 6.3501 angstrom
```
